# When Ghost Eigenvalues Return in the Lanczos Process: a program that tests the result

```python
"""Ghost eigenvalues of the Lanczos process without reorthogonalization.

Result under test: for a diagonal matrix with one isolated eigenvalue lam > 1
and a bulk of Chebyshev nodes filling [-1, 1], new copies of lam appear with
    period = ln(1/eps) / g  (leading logarithm),   g = arccosh(lam),
where eps is the relative spacing of the arithmetic. The component c_k of the
k-th Lanczos vector (k = 0, 1, ...) along the isolated eigenvector changes as
exp(-g k) or exp(+g k); the Ritz value error decays as exp(-2 g k).
alpha[k] is the diagonal of the Lanczos matrix T, beta[k] couples k-1 and k.
A copy appears when one more Ritz value exceeds (1 + lam)/2.
All quantities are dimensionless; positions and periods are in Lanczos steps.
"""
import numpy as np
from scipy.linalg import eigvalsh_tridiagonal

N_BULK = 1000
STEPS = 480


def lanczos(lam, dtype=np.float64, reorthogonalize=False, kick=None):
    """Plain Lanczos; kick = (k, delta) adds delta to c_k once."""
    nodes = np.cos(np.pi * (np.arange(N_BULK) + 0.5) / N_BULK)
    diagonal = np.concatenate([[lam], nodes]).astype(dtype)
    vectors = np.zeros((STEPS + 1, diagonal.size), dtype=dtype)
    alpha = np.zeros(STEPS, dtype=dtype)
    beta = np.zeros(STEPS + 1, dtype=dtype)
    vectors[0] = 1.0 / np.sqrt(diagonal.size)
    for k in range(STEPS):
        w = diagonal * vectors[k]
        if k > 0:
            w -= beta[k] * vectors[k - 1]
        alpha[k] = w @ vectors[k]
        w -= alpha[k] * vectors[k]
        if reorthogonalize:
            for _ in range(2):
                w -= (vectors[:k + 1] @ w) @ vectors[:k + 1]
        beta[k + 1] = np.sqrt(w @ w)
        vectors[k + 1] = w / beta[k + 1]
        if kick is not None and k + 1 == kick[0]:
            vectors[k + 1, 0] += kick[1]
    return alpha.astype(float), beta.astype(float), vectors


def appearance_steps(alpha, beta, threshold):
    """Dimensions of T at which one more eigenvalue exceeds threshold.

    The number of positive pivots of T - threshold is that count."""
    found = []
    pivot = alpha[0] - threshold
    for k in range(len(alpha)):
        if k > 0:
            pivot = alpha[k] - threshold - beta[k] ** 2 / pivot
        if pivot > 0:
            found.append(k + 1)
    return np.array(found)


def ritz_values(alpha, beta, dim):
    return eigvalsh_tridiagonal(alpha[:dim], beta[1:dim])


lam = 1.25
g = np.arccosh(lam)
threshold = 0.5 * (1 + lam)
eps = np.finfo(np.float64).eps
alpha, beta, Q = lanczos(lam)
c = Q[:, 0]
steps = appearance_steps(alpha, beta, threshold)
gaps = np.diff(steps)
assert len(steps) >= 6

# Closed forms of the first passage against the actual run
last = 20
k_all = np.arange(last + 2)
a = np.sqrt(2.0 / N_BULK) * np.cosh(g * k_all)
a[0] = 1 / np.sqrt(N_BULK)
D = 1 + np.cumsum(a ** 2)
D_before = np.concatenate([[1.0], D[:-1]])
c_formula = a / np.sqrt(D_before * D)
bulk_beta = np.full(last + 2, 0.5)
bulk_beta[0], bulk_beta[1] = 0.0, 1 / np.sqrt(2)
h = np.sqrt(D / D_before)
beta_formula = bulk_beta[1:] * h[1:] / h[:-1]
t = np.zeros(last + 2)
t[1:] = a[1:] * a[:-1] / D[:-1]
alpha_formula = bulk_beta[1:] * t[1:] - bulk_beta[:-1] * t[:-1]
c_deviation = np.max(np.abs(c[:last + 1] / c_formula[:last + 1] - 1))
assert c_deviation < 1e-5
assert np.max(np.abs(beta[1:last + 1] - beta_formula[:last])) < 1e-9
assert np.max(np.abs(alpha[:last] - alpha_formula[:last])) < 1e-9

# Rates on both flanks, and the doubled rate of the Ritz value
decay = np.log(abs(c[12] / c[22])) / 10
window = np.arange(steps[1] - 6, steps[1] + 6)
second_peak = window[np.argmax(np.abs(c[window]))]
growth = np.log(abs(c[second_peak - 7] / c[second_peak - 17])) / 10
error_12 = lam - ritz_values(alpha, beta, 12)[-1]
error_20 = lam - ritz_values(alpha, beta, 20)[-1]
ritz_rate = np.log(error_12 / error_20) / 8
assert abs(decay - g) < 1e-3 and abs(growth - g) < 1e-3
assert abs(ritz_rate - 2 * g) < 1e-2

# Staircase of the summed weight and multiplicity of the Ritz value
middles = (steps[:-1] + steps[1:]) // 2
weights = np.array([np.sum(c[:m] ** 2) for m in middles])
assert np.max(np.abs(weights - np.arange(1, len(steps)))) < 1e-6
for number, dim in enumerate(middles, start=1):
    theta = ritz_values(alpha, beta, dim)
    copies = theta[theta > threshold]
    assert len(copies) == number
    assert np.max(np.abs(copies - lam)) < 1e-10

# Orthogonality before and after the first ghost
def worst_overlap(dim):
    gram = Q[:dim] @ Q[:dim].T
    return np.max(np.abs(gram - np.eye(dim)))


overlap_before = worst_overlap(middles[0])
overlap_after = worst_overlap(middles[1])
assert overlap_before < 1e-6 and overlap_after > 0.1

# Control: full reorthogonalization leaves a single copy
alpha_r, beta_r, Q_r = lanczos(lam, reorthogonalize=True)
steps_r = appearance_steps(alpha_r, beta_r, threshold)
weight_r = np.sum(Q_r[:, 0] ** 2)
assert len(steps_r) == 1 and abs(weight_r - 1) < 1e-10

# One deliberate error, committed early or ten steps later
delta = 1e-8
kicked = {}
for position in (10, 20):
    al, be, _ = lanczos(lam, kick=(position, delta))
    kicked[position] = appearance_steps(al, be, threshold)
kick_delay = np.log(1 / delta) / g
assert abs(kicked[20][1] - kicked[10][1] - 10) <= 1
assert abs(kicked[10][1] - 10 - kick_delay) < 3

# Dependence on precision
eps32 = float(np.finfo(np.float32).eps)
al32, be32, _ = lanczos(lam, dtype=np.float32)
steps32 = appearance_steps(al32, be32, threshold)
period64 = np.mean(gaps[:5])
period32 = np.mean(np.diff(steps32)[:5])
slope = (period64 - period32) * g / np.log(eps32 / eps)
assert abs(slope - 1) < 0.2

# Dependence on separation; the O(1) term in the logarithm sets the tolerance
sweep = []
for level in (1.15, 1.25, 1.5, 2.0, 3.0):
    rate = np.arccosh(level)
    al, be, _ = lanczos(level)
    found = appearance_steps(al, be, 0.5 * (1 + level))
    assert len(found) >= 6
    mean_gap = np.mean(np.diff(found)[:5])
    predicted = np.log(1 / eps) / rate
    assert abs(mean_gap / predicted - 1) < 0.15
    sweep.append((level, rate, mean_gap, predicted))

print("All values dimensionless; positions and periods in steps")
print(f"bulk size N = {N_BULK}, Lanczos steps = {STEPS}")
print(f"isolated eigenvalue = {lam}, threshold = {threshold}")
print(f"g = {g:.6f}, exp(g) = {np.exp(g):.6f}")
print(f"double eps = {eps:.4e}, ln(1/eps) = {np.log(1/eps):.4f}")
print("appearance steps:", *steps)
print("gaps:", *gaps)
print(f"mean of first five gaps = {period64:.2f}")
print(f"leading estimate of period = {np.log(1/eps)/g:.2f}")
print(f"effective seed exp(-g*mean gap)/eps = "
      f"{np.exp(-g*period64)/eps:.3f}")
print(f"first-passage c_k, largest relative deviation = "
      f"{c_deviation:.1e}")
for k in (0, 3, 5, 6, 8, 12, 20):
    print(f"k = {k}: c_k run = {c[k]:.6e}, formula = {c_formula[k]:.6e}")
print(f"decay rate = {decay:.6f}, growth rate = {growth:.6f}")
print(f"Ritz value error at dimension 12 = {error_12:.3e}")
print(f"Ritz value error at dimension 20 = {error_20:.3e}")
print(f"Ritz value rate = {ritz_rate:.5f}, 2g = {2*g:.5f}")
print(f"second peak of |c_k| at k = {second_peak}")
print(f"smallest |c_k| in first trough = "
      f"{np.min(np.abs(c[steps[0]:steps[1]])):.2e}")
print("trough dimensions:", *middles)
print("summed c^2 there:", *[f"{x:.8f}" for x in weights])
print(f"worst overlap, first trough = {overlap_before:.2e}")
print(f"worst overlap, second trough = {overlap_after:.4f}")
print(f"reorthogonalized: copies = {len(steps_r)}, "
      f"summed c^2 = {weight_r:.10f}")
print(f"deliberate error = {delta:.0e}, ln(1/error)/g = {kick_delay:.2f}")
for position in (10, 20):
    print(f"error at k = {position}: appearance steps:",
          *kicked[position][:6])
print(f"single eps = {eps32:.4e}, ln(1/eps)/g = {np.log(1/eps32)/g:.2f}")
print("single precision, first appearance steps:", *steps32[:6])
print(f"single precision, mean of first five gaps = {period32:.2f}")
print(f"g * change of period / change of ln(1/eps) = {slope:.3f}")
for level, rate, mean_gap, predicted in sweep:
    print(f"lam = {level}: g = {rate:.4f}, mean gap = {mean_gap:.2f}, "
          f"estimate = {predicted:.2f}")
print("verified")
```

Printed output:

```
All values dimensionless; positions and periods in steps
bulk size N = 1000, Lanczos steps = 480
isolated eigenvalue = 1.25, threshold = 1.125
g = 0.693147, exp(g) = 2.000000
double eps = 2.2204e-16, ln(1/eps) = 36.0437
appearance steps: 8 64 119 175 229 283 336 388 441
gaps: 56 55 56 54 54 53 52 53
mean of first five gaps = 55.00
leading estimate of period = 52.00
effective seed exp(-g*mean gap)/eps = 0.125
first-passage c_k, largest relative deviation = 4.1e-09
k = 0: c_k run = 3.160698e-02, formula = 3.160698e-02
k = 3: c_k run = 1.764697e-01, formula = 1.764697e-01
k = 5: c_k run = 5.085125e-01, formula = 5.085125e-01
k = 6: c_k run = 5.698914e-01, formula = 5.698914e-01
k = 8: c_k run = 2.478898e-01, formula = 2.478898e-01
k = 12: c_k run = 1.637375e-02, formula = 1.637375e-02
k = 20: c_k run = 6.397442e-05, formula = 6.397442e-05
decay rate = 0.693125, growth rate = 0.693140
Ritz value error at dimension 12 = 2.011e-04
Ritz value error at dimension 20 = 3.070e-09
Ritz value rate = 1.38623, 2g = 1.38629
second peak of |c_k| at k = 62
smallest |c_k| in first trough = 4.43e-10
trough dimensions: 36 91 147 202 256 309 362 414
summed c^2 there: 1.00000000 2.00000000 3.00000000 4.00000000 5.00000000 6.00000000 7.00000000 8.00000000
worst overlap, first trough = 4.96e-09
worst overlap, second trough = 0.3287
reorthogonalized: copies = 1, summed c^2 = 1.0000000000
deliberate error = 1e-08, ln(1/error)/g = 26.58
error at k = 10: appearance steps: 8 38 69 100 130 161
error at k = 20: appearance steps: 8 48 89 130 170 211
single eps = 1.1921e-07, ln(1/eps)/g = 23.00
single precision, first appearance steps: 8 34 58 83 108 132
single precision, mean of first five gaps = 24.80
g * change of period / change of ln(1/eps) = 1.041
lam = 1.15: g = 0.5411, mean gap = 72.60, estimate = 66.61
lam = 1.25: g = 0.6931, mean gap = 55.00, estimate = 52.00
lam = 1.5: g = 0.9624, mean gap = 40.00, estimate = 37.45
lam = 2.0: g = 1.3170, mean gap = 28.80, estimate = 27.37
lam = 3.0: g = 1.7627, mean gap = 21.40, estimate = 20.45
verified
```
